# Shockley's Lucky-Electron Coefficient for Impact Ionisation

## A carrier that stops at every collision

An electron starts from rest in a uniform electric field of magnitude $F$. The force on it is $qF$, with $q>0$ the elementary charge, and $x$ is the distance travelled along the force. Let three simple rules hold:

- The electron scatters with a mean free path $\lambda$ that does not depend on its energy.
- Each scattering brings it to rest.
- If its kinetic energy reaches a threshold $E_i$, it at once lifts an electron across the band gap, spends all its energy in doing so, and is again at rest.

Starting from rest, the electron moves straight along the force, so its kinetic energy is the work done by the field, $E=qFx$. It reaches threshold at
$$d=\frac{E_i}{qF}. \tag{1}$$

Let $S(x)$ be the probability that it has travelled $x$ without scattering. In a further step $dx$ the chance of scattering is $dx/\lambda$, whatever happened before. Therefore
$$S(x+dx)=S(x)\left(1-\frac{dx}{\lambda}\right),\qquad \frac{dS}{dx}=-\frac{S}{\lambda},\qquad S(0)=1,$$
and the solution is $S(x)=e^{-x/\lambda}$. The probability of reaching threshold unscattered is
$$P=S(d)=\exp\!\left(-\frac{E_i}{qF\lambda}\right). \tag{2}$$
An electron that makes this flight is called lucky. The band mass does not appear in (2), because both the energy gained and the chance of scattering are counted per unit length, not per unit time.

The ionisation coefficient $\alpha$ is the mean number of ionisations that one carrier causes per unit net displacement along the force. A probability per flight is not yet such a coefficient; the length of a flight is also needed. A flight ends at the first scattering or at $d$. The mean of a non-negative length is the integral of the probability that the length exceeds $x$, so
$$\langle x\rangle=\int_0^d e^{-x/\lambda}dx=\lambda(1-P). \tag{3}$$

All flights start alike and are independent. In a large number $M$ of them there are about $MP$ ionisations over a total length $M\langle x\rangle$. The ratio is
$$\alpha=\frac{P}{\lambda(1-P)}=\frac{1}{\lambda\left(e^{d/\lambda}-1\right)}. \tag{4}$$

Two limits show what this means. For $d\gg\lambda$, $P$ is small and $\alpha\simeq P/\lambda$: there is one attempt per mean free path, and each succeeds with probability $P$. For $d\ll\lambda$, $e^{d/\lambda}-1\simeq d/\lambda$ and
$$\alpha\to\frac1d=\frac{qF}{E_i}. \tag{5}$$
Here all the work done by the field goes into ionisation. Since $e^y-1\ge y$ for $y\ge0$, (4) never exceeds this ceiling.

For $d/\lambda=3$, (4) gives $\alpha d=3/(e^3-1)=0.1572$. A simulation that follows carriers in momentum and time, with a scattering rate equal to speed divided by $\lambda$, also gives $0.1572$.

## Ionisation in competition with scattering

A carrier above threshold need not ionise at once. Let ionisation there have its own mean path $\lambda_i=r\lambda$, while ordinary scattering continues with mean path $\lambda$. In a step $dx$ the two chances are $dx/\lambda_i$ and $dx/\lambda$. Their ratio is constant, so the probability that ionisation comes first is
$$p=\frac{1/\lambda_i}{1/\lambda+1/\lambda_i}=\frac{\lambda}{\lambda+\lambda_i}=\frac1{1+r}. \tag{6}$$
A flight ends in ionisation with probability $pP$. The limit $r\to0$, $p\to1$ restores the hard threshold.

Beyond $d$ the survival probability is $P$ times an exponential with the summed rate $1/\lambda+1/\lambda_i$. The integral of that exponential is
$$\frac{1}{1/\lambda+1/\lambda_i}=\frac{\lambda\lambda_i}{\lambda+\lambda_i}=\lambda(1-p),$$
because $1-p=\lambda_i/(\lambda+\lambda_i)$. The mean flight length becomes
$$\langle x\rangle=\lambda(1-P)+P\lambda(1-p)=\lambda(1-pP). \tag{7}$$
If every event, of either kind, still returns the carrier to rest, then
$$\alpha_{\rm reset}=\frac{pP}{\lambda(1-pP)}. \tag{8}$$

At low field this is $pP/\lambda$. At high field $P\to1$, and since $p/(1-p)=1/r$,
$$\alpha_{\rm reset}\to\frac{p}{\lambda(1-p)}=\frac1{r\lambda}=\frac1{\lambda_i}.$$
The carrier is then above threshold for almost the whole of its path and ionises at the bare rate.

With $\lambda$ as the unit of length, $d=2$ and $r=3$ give $\alpha_{\rm reset}=0.03502$. Drawing the two competing distances at random, two million times, gives $0.03492$, which agrees within the sampling error.

## Shockley's prefactor from the energy balance

The exponential in (2) follows from survival alone. The prefactor depends on how often a carrier makes a fresh start, and this requires a statement about what a collision does. In (8) a collision removes all the kinetic energy. Suppose instead that each collision of a hot carrier emits one optical phonon of fixed energy $E_R$. Shockley's coefficient follows if starts are counted by energy.

Let $N$ be the number of starts per unit net displacement. Each start ends either in ionisation, with probability $pP$, or in a scattering that costs a mean energy $W$. In a steady state the carrier's mean energy does not change, so the work done by the field per unit length equals the energy given up per unit length:
$$qF=N\left[(1-pP)W+pP\,E_i\right]. \tag{9}$$

This charges each ionisation with $E_i$. For a soft threshold the carrier overshoots by a mean distance $\lambda(1-p)$, hence by an energy $qF\lambda(1-p)$. The neglected term in the bracket is of order $pP\,qF\lambda$, and it is small if $pP\,qF\lambda\ll W$.

Since $\alpha=N\,pP$, solving (9) for $N$ gives
$$\alpha=\frac{qF\,pP}{(1-pP)W+pP\,E_i}. \tag{10}$$

The model of the first section must obey this relation with $p=1$. There a flight that ends at $x<d$ loses $qFx$, so the mean loss per scattering is
$$W=\frac{qF}{1-P}\int_0^d x\,\frac{e^{-x/\lambda}}{\lambda}\,dx .$$
Integration by parts gives $\int_0^d x\,e^{-x/\lambda}dx/\lambda=-dP+\lambda(1-P)$. With $qFd=E_i$ this means
$$(1-P)W=qF\lambda(1-P)-PE_i. \tag{11}$$
The denominator of (10) is then $qF\lambda(1-P)$, and (10) reduces to (4), as it must.

Shockley's count sets $W=E_R$ and treats each phonon emission as a fresh start from rest:
$$\alpha_{\rm S}=\frac{qF\,pP}{(1-pP)E_R+pP\,E_i}. \tag{12}$$
When $pP(E_i-E_R)\ll E_R$, the denominator is close to $E_R$, and
$$\boxed{\;\alpha_{\rm S}\simeq\frac{qF}{(1+r)E_R}\exp\!\left(-\frac{E_i}{qF\lambda}\right)\;} \tag{13}$$
For $r\gg1$ the factor $1+r$ becomes $r$, which gives Shockley's form $(qF/rE_R)\,e^{-E_i/qF\lambda}$. In words, the field's work pays for $qF/E_R$ phonons per unit length, and each emission opens one attempt with success probability $pP$.

The low-field ratio of the two coefficients is
$$\frac{\alpha_{\rm S}}{\alpha_{\rm reset}}\simeq\frac{qF\lambda}{E_R}. \tag{14}$$
They agree when the energy gained in one free path equals one phonon energy. Otherwise (12) joins two statements that do not fit together: the carrier gains about $qF\lambda$ between collisions, loses $E_R$ in each, and is yet supposed to be at rest afterwards. Equation (13) is therefore an estimate, whereas (8) is the exact result of a definite, though crude, model.

The field dependence also carries a trace of the prefactor. With $u=1/F$, (13) reads $\ln\alpha_{\rm S}=\text{const}-\ln u-E_iu/(q\lambda)$. At fixed $\lambda$, $E_i$ and $r$,
$$\frac{d\ln\alpha_{\rm S}}{d(1/F)}=-\frac{E_i}{q\lambda}-F. \tag{15}$$
A plot of $\ln\alpha_{\rm S}$ against $1/F$ is thus nearly straight when $F\ll E_i/(q\lambda)$.

## A worked example

Consider electrons in a reverse-biased layer of CdTe. Rough typical values are a gap $E_g=1.5$ eV, an optical phonon energy $E_R=0.021$ eV, and electron and light-hole masses of $0.1\,m_e$. The threshold $E_i=1.8$ eV, mean free path $\lambda=6$ nm and field $F=0.4$ MV/cm are chosen inputs. The threshold is taken as hard, $p=1$.

The force is $qF=0.04$ eV/nm, so
$$d=\frac{1.8}{0.04}=45\ \text{nm},\qquad \frac d\lambda=7.5,\qquad P=e^{-7.5}=5.53\times10^{-4}.$$

The reset model makes $1/\lambda=1.67\times10^6$ starts per cm, and Shockley's count makes $qF/E_R=1.905\times10^7$ per cm. Hence
$$\alpha_{\rm reset}\simeq 1.67\times10^6\times5.53\times10^{-4}\simeq 9.2\times10^2\ \text{cm}^{-1},$$
$$\alpha_{\rm S}\simeq 1.905\times10^7\times5.53\times10^{-4}\simeq 1.05\times10^4\ \text{cm}^{-1}.$$
Their ratio is $qF\lambda/E_R=0.240/0.021\simeq11$, as (14) requires. The full balance (12) lowers the second value to $1.01\times10^4$ cm$^{-1}$, because some of the field's work now pays for ionisation. The ceiling (5) is $2.2\times10^5$ cm$^{-1}$.

With the other inputs fixed, the field dependence is:

| $F$ (MV/cm) | $\alpha_{\rm reset}$ (cm$^{-1}$) | $\alpha_{\rm S}$, eq. (13) (cm$^{-1}$) |
|---|---|---|
| 0.3 | $7.6\times10^1$ | $6.5\times10^2$ |
| 0.4 | $9.2\times10^2$ | $1.05\times10^4$ |
| 0.5 | $4.1\times10^3$ | $5.9\times10^4$ |
| 0.6 | $1.13\times10^4$ | $1.9\times10^5$ |

Doubling the field from 0.3 to 0.6 MV/cm raises $\alpha_{\rm S}$ about 300 times. The exponent accounts for $e^{10-5}\simeq148$ and the prefactor for 2. At 0.6 MV/cm the low-field form is already poor: $P\,E_i/E_R=e^{-5}\times85.7\simeq0.58$ is not small, and (12) lies below (13) by a factor of about 1.6.

At 0.4 MV/cm, (15) gives a slope of $-3.0-0.4=-3.4$ MV/cm. Reading the whole slope as $E_i/(q\lambda)$ would overestimate that quantity by 13%.

## Carriers that scatter and stay hot

With $qF\lambda=0.24$ eV and $E_R=0.021$ eV, one emission removes a small part of the energy gained in a free path. A carrier that has scattered is still hot and needs less than $E_i$ to reach threshold. The lucky-electron count ignores this head start.

A three-dimensional simulation measures the effect. It keeps $\lambda$, $E_i$, $E_R$ and $F$ as above and assumes a parabolic band. Each scattering emits one phonon and sends the carrier in a random direction; emission is forbidden below $E_R$. The carrier ionises on reaching $E_i$ and restarts from rest. The result is
$$\alpha_{\rm sim}=1.13\times10^5\ \text{cm}^{-1},$$
with a counting error of 0.3% relative to that value. This is 10.7 times Shockley's low-field result and about 120 times the reset result.

The simulation also shows where the ionising carriers come from. Their last unscattered flight began at a mean energy of 1.46 eV, leaving 0.34 eV to gain. Fewer than one in a thousand of these flights began below $E_R$. Nearly all the ionisation in this model is thus due to carriers that were already hot.

The energy balance itself survives. Let $s$ be the actual number of ionisations per start. Replacing $pP$ by $s$ in (12) needs no assumption that carriers restart from rest. The simulation gives $s=0.0120$, about 22 times $P$, and then
$$\alpha=\frac{0.04\times0.0120}{0.988\times0.021+0.0120\times1.8}\ \text{nm}^{-1}\simeq1.13\times10^5\ \text{cm}^{-1}.$$
The two terms in the denominator are nearly equal: about half of the field's work goes into ionisation. This is why a 22-fold increase in the success rate raises $\alpha$ only about 11-fold. What fails in Shockley's count is the chance $pP$ assigned to each start, not the energy bookkeeping.

One might look for fields so low that a phonon does bring the carrier nearly to rest. That requires $qF\lambda\lesssim E_R$, and then $P\lesssim e^{-E_i/E_R}=e^{-86}\sim10^{-37}$. Carriers that scatter and stay hot, or that absorb phonons, raise the chance of ionisation above $P$, but it remains far too small to notice. For these energies, the condition that would justify the restart assumption also removes any noticeable ionisation.

At 300 K carriers absorb phonons as well as emit them. The occupation is $n=1/(e^{E_R/k_BT}-1)=0.80$. Emission and absorption have weights $n+1$ and $n$, so, away from the blocked region below $E_R$, the mean net loss per scattering is
$$E_R\,\frac{(n+1)-n}{(n+1)+n}=\frac{E_R}{2n+1}\simeq0.008\ \text{eV}. \tag{16}$$
Carriers cool more slowly. With the total $\lambda$ held at 6 nm, the simulated coefficient rises to $1.76\times10^5$ cm$^{-1}$, which is 17 times Shockley's value and 79% of the ceiling.

## Other corrections and the real device

Some further effects can be sized one at a time, with the other inputs fixed.

**Blocked emission.** If no phonon can be emitted below $E_R$, the exposed path is shorter by $E_R/(qF)$, and $P$ grows by $e^{E_R/(qF\lambda)}=1.09$.

**Threshold.** A soft threshold with $r=1$ halves (13). Lowering $E_i$ to the gap, 1.5 eV, raises $\alpha_{\rm S}$ to $3.7\times10^4$ cm$^{-1}$, a factor of 3.5. Without phonon assistance, momentum conservation keeps the threshold above the gap. For parabolic bands $E_i=E_g(2m_e^*+m_h^*)/(m_e^*+m_h^*)$, which gives 1.8 eV for a heavy hole of $0.4\,m_e$ but 2.25 eV for the light hole, lowering (13) about 6.5 times. With the nonparabolic conduction band used below and the same heavy hole, the threshold is near 2.7 eV and (13) falls about 40 times.

**Warming.** If the scattering rate is proportional to $2n+1$, heating from 300 K to 350 K shortens $\lambda$ from 6.0 to 5.2 nm. Equation (13), with its prefactor unchanged, then falls to $3.4\times10^3$ cm$^{-1}$, about a third. This is the sensitivity of (13), not a prediction for a device: when most ionising carriers are already hot, as in the simulated model at this field, the coefficient depends much less on $\lambda$.

**Tunnelling.** Carriers can also cross the gap without impact. Let $\varepsilon$ be the energy measured from midgap, and take the two-band relation $\varepsilon^2=E_g^2/4+E_g\hbar^2k^2/(4m_r)$ with reduced mass $m_r=0.05\,m_e$. In the gap $k=i\kappa$, so $\kappa=(2/\hbar)\sqrt{m_r/E_g}\,\sqrt{E_g^2/4-\varepsilon^2}$. With $dx=d\varepsilon/(qF)$ and the semicircle area $\pi E_g^2/8$, the tunnelling exponent is
$$2\int\kappa\,dx=\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2\hbar qF}\simeq58. \tag{17}$$
The factor $e^{-58}$ makes this process negligible here.

**Collision broadening.** For a band with $E(1+E/E_g)=\hbar^2k^2/2m$, differentiation gives the speed $v=\sqrt{2E(1+E/E_g)/m}\,/(1+2E/E_g)$. At threshold, $\hbar v/\lambda\simeq0.12$ eV. This is nearly six phonon energies, so a sharp carrier energy between collisions is itself a doubtful idealisation.

The consequence for a device appears in the breakdown width. Let electrons and holes have the same $\alpha$ in a layer of width $w$, with electron current $J_0$ entering at one side and no holes entering at the other. Each carrier type ionises, so $dJ_n/dx=\alpha(J_n+J_p)=\alpha J$, where the total current $J$ is uniform. At the exit all the current is carried by electrons, so $J-J_0=\alpha wJ$ and
$$\frac{J}{J_0}=\frac1{1-\alpha w}. \tag{18}$$
Breakdown occurs at $w=1/\alpha$. Shockley's coefficient gives 0.95 µm, and the 300 K simulation gives 0.057 µm. The second width barely exceeds the 45 nm that a cold carrier needs to reach threshold. A steady coefficient then no longer describes the layer, and 0.057 µm should not be used as a design value.

As a picture of real CdTe, the gap, phonon energy and masses are of the right size, while $\lambda$ and $E_i$ are less certain model parameters. The field is a deliberately strong junction field. At fixed $E_i$ and $\lambda$, the largest correction to (13) evaluated here comes from dropping the return to rest after each phonon; within the simulated model with emission only, this multiplies $\alpha_{\rm S}$ by 11. Of the factor 17 found at 300 K, a factor $2n+1\simeq2.6$ arises already within Shockley's count when the net loss (16) replaces $E_R$ in (13), and about 6.4 remains for the return to rest. The uncertainty in $E_i$ itself can change (13) by more than either. The simulation itself omits satellite valleys, the true band structure and an energy-dependent $\lambda$, and is not a substitute for measurement. Its isotropic collisions with $\lambda=6$ nm are also not the polar optical scattering of the central valley: for a parabolic mass of $0.1\,m_e$ at 300 K that process is strongly forward-directed and has a mean path of roughly 50 to 140 nm between 0.5 and 1.8 eV. The short $\lambda$ is an effective stand-in for other scattering at high energy. If (13) is fitted to measured data, the fitted $\lambda$ and prefactor will absorb part of these omissions and need not equal the microscopic quantities. The full set of values is in the numerical output below.

## Table of computed values

```
Test, x=3: reset alpha*d formula  0.1572
Test, x=3: alpha*d from dynamics  0.1572
Test, x=3: alpha*d energy balance 0.1571
Soft test (d=2,r=3): formula 0.03502
Soft test (d=2,r=3): sampled 0.03492
Input gap (rough CdTe)        1.50 eV
Input phonon energy (rough)   0.021 eV
Input masses e, light hole    0.10, 0.10 m_e
Input threshold Ei            1.80 eV
Input mean free path          6.0 nm
Input field                   0.40 MV/cm
Input temperature             300 K
Force qF                      0.0400 eV/nm
Threshold distance d          45.00 nm
Energy per free path qF*lam   0.240 eV
Exponent d/lam                7.500
Survival chance P             5.5308e-04
Starts per length, 1/lam      1.6667e+06 1/cm
Starts per length, qF/ER      1.9048e+07 1/cm
alpha, reset model            922.3 1/cm
alpha, Shockley low-field     10534.9 1/cm
alpha, Shockley full balance  10063.4 1/cm
Ceiling qF/Ei                 2.2222e+05 1/cm
Slope d ln(alpha)/d(1/F)      -3.4000 MV/cm
Ei/(q lam)                    3.0000 MV/cm
F=0.3 MV/cm: reset 7.567e+01, Shockley 6.486e+02 1/cm
F=0.4 MV/cm: reset 9.223e+02, Shockley 1.053e+04 1/cm
F=0.5 MV/cm: reset 4.142e+03, Shockley 5.902e+04 1/cm
F=0.6 MV/cm: reset 1.131e+04, Shockley 1.925e+05 1/cm
Simulated alpha, emission only 1.132e+05 1/cm
  relative counting error     0.003
  ratio to Shockley low-field 10.75
  ionisations per start       1.198e-02
  emissions counted           0.9338 1/nm
  emissions, energy balance   0.9342 1/nm
  mean launch energy, ionising 1.459 eV
  share launched below ER     0.0008
Phonon occupation at 300 K    0.798
Simulated alpha, 300 K phonons 1.759e+05 1/cm
  ratio to Shockley low-field 16.69
Blocked emission: P factor    1.091
Soft threshold r=1: factor p  0.50
Shockley alpha if Ei = gap    36770.6 1/cm
Mean free path at 350 K       5.214 nm
Shockley alpha at 350 K       3399.1 1/cm
Tunnelling exponent           58.4
Broadening hbar*v/lam         0.120 eV
Breakdown width, Shockley     0.949 um
Breakdown width, simulated 300 K 0.057 um
```
